# Pull-off force of a rigid sphere from a flat wafer

A smooth rigid sphere of radius \(R\), held to a smooth rigid wafer by surface forces whose range is much shorter than \(R\), comes off under a slowly rising pull, if thermal escape is negligible, when the pull reaches

\[
F_{\max}=2\pi R W .
\]

Here \(W\) is the work of adhesion: the work per unit area needed to part two flat faces of the same materials, from the gap at which they rest without load to a very large gap. It belongs to the pair of faces. If the materials are identical and each new face is assigned the energy \(\gamma=W/2\), the same force reads \(4\pi R\gamma\).

The word "contact" needs a definition, because atoms do not meet at zero distance. Let \(p(z)\) be the force per unit area between two parallel flats at gap \(z\), counted positive when they attract. At small gaps the atoms repel and \(p<0\); at larger gaps \(p>0\); the sign changes once, at \(z=z_0\). Free flats therefore rest at \(z_0\), and this gap is what contact means here. Define the work per area to separate flats from any gap \(z\),

\[
w(z)=\int_z^\infty p(z')\,dz',\qquad \frac{dw}{dz}=-p(z),\qquad w(z_0)=W .
\]

Since \(w\) rises while \(p<0\) and falls while \(p>0\), its largest value is \(W\).

Now place the lowest point of the sphere at a gap \(D\) above the wafer. At distance \(r\) from the vertical axis, the lower hemisphere lies higher than its lowest point by

\[
s=R-\sqrt{R^2-r^2}.
\]

Rearranging gives \((R-s)^2=R^2-r^2\). Differentiating both sides gives \(-2(R-s)\,ds=-2r\,dr\), so

\[
r\,dr=(R-s)\,ds .
\]

The ring between \(r\) and \(r+dr\) has projected area \(2\pi r\,dr=2\pi(R-s)\,ds\). The Derjaguin approximation assigns to each ring the pressure that two parallel flats would have at the local gap \(D+s\). This is reasonable where the surface is nearly parallel to the wafer. The total attraction is then

\[
F(D)\simeq 2\pi\int_0^R (R-s)\,p(D+s)\,ds .
\]

If \(p\) has died away long before \(s\) becomes comparable with \(R\), two replacements cost little: \(R-s\) becomes \(R\), and the upper limit becomes infinity. With \(z=D+s\),

\[
F(D)\simeq 2\pi R\int_D^\infty p(z)\,dz=2\pi R\,w(D).
\]

A force on a curved body has become an energy per area of flat bodies. The reason is geometrical: near its lowest point a sphere offers the same projected area, \(2\pi R\,ds\), for every equal step \(ds\) in height. Adding the pressure over the surface thus adds it over all gaps with equal weight, which is how the work of separating flats is calculated.

The largest force follows from

\[
\frac{dF}{dD}=2\pi R\frac{dw}{dD}=-2\pi R\,p(D).
\]

This is positive for \(D<z_0\), zero at \(z_0\), and negative beyond. The maximum is therefore \(F(z_0)=2\pi RW\). At that moment the lowest point of the sphere feels no pressure, and every surrounding ring is attracted. At leading order in range over radius, the shape of \(p\) enters through its integral \(W\) alone.

It remains to show that this maximum is the pull-off force. Let \(U(D)\) be the interaction energy, with \(dU/dD=F\), because work must be done against attraction to increase \(D\). Under a constant upward load \(P\) the total potential is \(V=U-PD\), and

\[
\frac{dV}{dD}=F(D)-P,\qquad \frac{d^2V}{dD^2}=\frac{dF}{dD}=-2\pi R\,p(D).
\]

For \(0<P<F_{\max}\) there are two equilibria. The inner one has \(D<z_0\), where \(p<0\), so \(V\) has a minimum and the sphere is held. The outer one has \(D>z_0\) and is a maximum of \(V\). As \(P\) grows the two approach each other; at \(P=F_{\max}\) they merge at \(z_0\), and above it no equilibrium remains. With no load, the sphere rests where \(w(D)=0\). That gap is smaller than \(z_0\), because the attraction of the outer rings presses the centre into the repulsive region.

A spring of stiffness \(k\), such as the cantilever of a force microscope, adds \(k\) to \(d^2V/dD^2\). The sphere can then pass \(z_0\) before it becomes unstable, if it becomes unstable at all. In a slow pull without thermal escape it still passes through the maximum of \(F\), so the greatest recorded force is again \(F_{\max}\).

The same argument covers two rigid spheres of radii \(R_1\) and \(R_2\). Near the axis the gap is

\[
D+\frac{r^2}{2R_1}+\frac{r^2}{2R_2}=D+\frac{r^2}{2R_{\rm e}},\qquad \frac1{R_{\rm e}}=\frac1{R_1}+\frac1{R_2}.
\]

With \(s=r^2/2R_{\rm e}\) the ring area is \(2\pi r\,dr=2\pi R_{\rm e}\,ds\), and the pull-off force is \(2\pi R_{\rm e}W\). Letting \(R_2\) go to infinity recovers the flat wafer; two equal spheres give half the sphere-wafer force at the same \(W\).

How large is the error of the approximation? This can be answered when the forces are sums over pairs of volume elements. Let \(f(h)\) be the downward pull per unit volume on matter at height \(h\) above the wafer, taken as a half-space. A second half-space at gap \(z\) is a stack of layers, so \(p(z)=\int_z^\infty f(h)\,dh\) and \(f=-dp/dh\). A horizontal slice of the sphere at height \(s\) above its lowest point has area \(\pi s(2R-s)\). Hence

\[
F=\int_0^{2R}\pi s(2R-s)\,f(D+s)\,ds .
\]

Integrate by parts with \(f=-dp/ds\). The boundary terms vanish because the slice area is zero at both ends, and the derivative of the area is \(2\pi(R-s)\):

\[
F=2\pi\int_0^{2R}(R-s)\,p(D+s)\,ds .
\]

This is the ring integral continued over the upper hemisphere, where the weight is negative. Insert \(p=-dw/ds\) and integrate by parts again:

\[
F=2\pi\left\{-\Big[(R-s)w(D+s)\Big]_0^{2R}-\int_0^{2R}w(D+s)\,ds\right\}.
\]

The bracket equals \(-Rw(D+2R)-Rw(D)\), so

\[
F=2\pi\left\{R\,w(D)+R\,w(D+2R)-\int_D^{D+2R}w(z)\,dz\right\}.
\]

No approximation in \(R\) has been made for this additive model. For a short range the first term dominates and the integral gives the leading correction. At \(D=z_0\),

\[
\frac{F}{2\pi RW}\simeq 1-\frac{\ell}{R},\qquad \ell=\frac1W\int_{z_0}^\infty w(z)\,dz .
\]

The length \(\ell\) makes "range" precise. The correction lowers the force because the rings become narrower, per unit height, as the sphere curves upward.

A concrete law lets these statements be tested. Take the pair energy per product of two volume elements a distance \(q\) apart to be \(v(q)=-\alpha/q^6+\beta/q^{12}\). With \(r\) the lateral distance and \(z\) the vertical one, an element at height \(h\) has the energy \(\int_h^\infty dz\int_0^\infty 2\pi r\,v(\sqrt{r^2+z^2})\,dr\) with the half-space. The downward pull is the derivative of this energy with respect to \(h\), which removes the outer integral with a minus sign. With \(q^2=r^2+h^2\) and \(r\,dr=q\,dq\),

\[
f(h)=-2\pi\int_h^\infty q\,v(q)\,dq
=2\pi\left(\frac{\alpha}{4h^4}-\frac{\beta}{10h^{10}}\right).
\]

One more integration gives

\[
p(z)=\frac{\pi\alpha}{6z^3}-\frac{\pi\beta}{45z^9}.
\]

The condition \(p(z_0)=0\) fixes \(\beta=\tfrac{15}{2}\alpha z_0^6\), so that \(p=A[(z_0/z)^3-(z_0/z)^9]\) with \(A=\pi\alpha/(6z_0^3)\). Its integral from \(z_0\) is \(W=Az_0(\tfrac12-\tfrac18)=\tfrac38Az_0\). Therefore

\[
p(z)=\frac{8W}{3z_0}\left[\left(\frac{z_0}{z}\right)^3-\left(\frac{z_0}{z}\right)^9\right],
\]

\[
w(z)=\frac W3\left[4\left(\frac{z_0}{z}\right)^2-\left(\frac{z_0}{z}\right)^8\right],\qquad
\ell=\frac{z_0}{3}\left(4-\frac17\right)=\frac97z_0 .
\]

The maximum also moves slightly. Differentiating the whole-sphere force and dropping the small terms at \(D+2R\) leaves \(Rp(D)=w(D)\). Near \(z_0\), \(p\simeq p'(z_0)(D-z_0)\) with \(p'(z_0)=(8W/3z_0^2)(-3+9)=16W/z_0^2\), while \(w\simeq W\). Thus

\[
D_{\max}-z_0\simeq\frac{z_0^2}{16R}.
\]

Near a maximum the force varies quadratically, so this shift changes the relative force only at order \((z_0/R)^2\).

Numerical integration of \(v\) to get \(f(h)\), and then of \(f\) over the slices of a sphere with \(R=20z_0\), at gaps \(z_0\) and \(1.5z_0\), agrees with the whole-sphere formula to rounding error. Maximizing that formula gives \(F_{\max}/(2\pi RW)=0.881\), 0.958 and 0.987 for \(R/z_0=10\), 30 and 100. The leading correction predicts 0.871, 0.957 and 0.987. At \(R/z_0=100\) the shift of the maximum is 1.004 times its estimate. Also at this radius, the loaded potential has one minimum at \(P=0.96\times2\pi RW\) and none at \(1.01\times2\pi RW\).

A different law tests the independence from shape. The Morse form \(w=W(2e^{-x}-e^{-2x})\), with \(x=(z-z_0)/L\), has the same \(W\) but decays exponentially. Its range is \(\ell=2L-L/2=1.5L\), or \(0.45z_0\) for \(L=0.3z_0\). Summing rings over the curved lower hemisphere with \(R=200z_0\) gives a greatest force of 0.9936 of \(2\pi RW\) for the power law and 0.9978 for the Morse law. Both approach the same limit, and their small deficits follow their different values of \(\ell/R\).

For a worked example, take an oxidized silicon probe tip with end radius \(R=20\) nm, pulled from an oxidized, hydrophilic wafer in dry gas at 300 K. Rough typical values are \(W=0.10\) J/m² and \(z_0=0.30\) nm. Since 1 J/m² equals 1 nN/nm,

\[
F_{\max}=2\pi(20\ \text{nm})(0.10\ \text{nN/nm})=12.57\ \text{nN},
\]

or about \(1.3\times10^{-8}\) N. The leading size correction is \(-\tfrac97(0.30/20)=-1.93\%\); the whole-sphere formula gives \(-1.91\%\), hence 12.33 nN. The lateral extent of the interaction is set by \(\sqrt{Rz_0}=2.45\) nm, the radius at which the local gap has grown by \(z_0/2\). This is a scale and not a sharp edge: about 90% of the leading force comes from within 5.6 nm of the axis, still well below the tip radius.

At zero load, \(w=0\) gives \((z_0/D)^6=4\), so the resting gap of the rigid model is \(0.30/4^{1/6}=0.238\) nm. The repulsion at the centre would then be 5.3 GPa, enough to flatten the surfaces noticeably; the elastic model described below gives a central gap of about 0.26 nm. The pressure between flats is greatest where \(dp/dz=0\), that is \((z/z_0)^6=3\), at 0.360 nm, and there it is 0.342 GPa. Lengths this close to atomic spacings strain a continuum description, so the third digits describe the model and not a real tip.

The 3-9 law also places too much of \(W\) at large gaps for this material. Its tail is \(w\simeq4Wz_0^2/3z^2\). Dispersion forces give \(w=A_{\rm H}/12\pi z^2\), where \(A_{\rm H}\) is the Hamaker constant, so the model implies \(A_{\rm H}=16\pi Wz_0^2=4.5\times10^{-19}\) J. This is about seven times a typical value for silica. On a hydrophilic oxide much of \(W\) comes from shorter-ranged attraction, such as hydrogen bonding. The leading force \(2\pi RW\) is unaffected, but the estimates that depend on range describe the model and only roughly a silica tip.

Rigidity can be checked by asking how far the surfaces bulge. The pressure is of order \(W/z_0\) over a width \(\sqrt{Rz_0}\). An elastic half-space responds with a displacement of order pressure times width divided by modulus. Compared with \(z_0\), this is

\[
\frac{u}{z_0}\sim\frac{W\sqrt{R}}{E^*z_0^{3/2}}=\mu^{3/2},\qquad
\mu=\left(\frac{RW^2}{E^{*2}z_0^3}\right)^{1/3},
\]

where \(\mu\) is the Tabor parameter. For two identical bodies \(E^*=E/[2(1-\nu^2)]\). Using the rough silica values \(E=70\) GPa and \(\nu=0.17\) for both bodies gives \(E^*=36.0\) GPa and \(\mu=0.179\). To go beyond scaling, let the gap and the pressure determine each other:

\[
h(\mathbf r)=D+\frac{r^2}{2R}-\frac1{\pi E^*}\int\frac{p(h(\mathbf r'))}{|\mathbf r-\mathbf r'|}\,d^2r' .
\]

The last term is the combined displacement of two elastic half-spaces; attraction narrows the gap. In this equation \(D\) is the gap the undeformed bodies would have. Solving it and maximizing the force over \(D\) gives 0.9655 of the rigid value, a loss of about 3.5% for the 3-9 law. In the laws tried here the loss follows the peak attraction between flats more than the range \(\ell\). The peak is \(1.03W/z_0\) for the 3-9 law and \(W/2L\) for the Morse form. The loss is about 6.5% for the Morse form with \(L=0.3z_0\) and about 10% with \(L=0.2z_0\), but only about 2.7% with \(L=0.6z_0\), although \(\ell=0.9z_0\) is then still shorter than \(\tfrac97z_0\). At fixed \(W\), \(z_0\) and \(E^*\), \(\mu\) reaches one at \(R=3507\) nm, or about 3.5 µm. The loss becomes appreciable well before that: for the 3-9 law the same equation gives about 10% at \(R=300\) nm and 16% at 3507 nm. These figures treat both bodies as silica throughout. Under an oxide only one or two nanometres thick, the stiffer silicon takes up part of the deformation and the loss is smaller. With rough silicon values throughout, \(E=160\) GPa and \(\nu=0.22\), it is about 1.6% for the 20 nm tip, and \(\mu\) reaches one near 19 µm.

Roughness can matter far more. Put one bump of end radius \(a=2.0\) nm and height \(b=0.5\) nm at the apex. Near the axis the surface follows \(r^2/2a\) above its lowest point; farther out it follows \(b+r^2/2R\). The two profiles meet where

\[
r_c^2\left(\frac1{2a}-\frac1{2R}\right)=b,
\]

and the gap there is \(g=D+r_c^2/2a=D+bR/(R-a)\). Inside this circle the ring area is \(2\pi a\,dz\), outside it is \(2\pi R\,dz\). Therefore

\[
F=2\pi\{a[w(D)-w(g)]+R\,w(g)\}.
\]

For \(D=z_0\), \(g=0.30+0.556=0.856\) nm and \(w(g)=0.164W\). The force is \(2\pi(0.10)[2(0.836)+20(0.164)]=3.11\) nN. Maximizing over \(D\) raises it slightly, to 3.14 nN, or 0.250 of the ideal value. Replacing the parabolas by true spherical profiles lowers this to about 0.24. The bump holds the broad sphere outside most of the attraction, while its own small radius supplies little. The Derjaguin approximation is itself rough for the bump, since \(\ell/a\) is about 0.19, but the large loss does not depend on that refinement. Its size does depend on the tail of the force law: with a Hamaker constant typical of silica, \(w(g)\) is only about \(0.02W\), and the force falls to about an eighth of the ideal value if the rest of \(W\) is very short-ranged (a Morse form with \(L\) of 0.2 to \(0.3z_0\)); with \(L=0.5z_0\) it is about 0.15.

Humid air brings in a force of another kind, the pull of condensed water. Suppose a fully wetting water meniscus with edge radius of curvature \(\rho\) surrounds a sphere almost touching the wafer. The suction in the water is about \(\gamma_w/\rho\), with \(\gamma_w\) the surface tension. The edge lies where the gap is \(2\rho\), so its radius \(x\) satisfies \(x^2/2R=2\rho\), and the wetted area is \(\pi x^2=4\pi R\rho\). The product is independent of \(\rho\):

\[
F_w\simeq\frac{\gamma_w}{\rho}\,4\pi R\rho=4\pi R\gamma_w .
\]

This requires \(D\ll2\rho\) and \(x\ll R\), and neglects the direct pull of the water surface around the rim. The rough value \(\gamma_w=0.072\) N/m gives 18.1 nN, which is an upper estimate for this tip. At a gap of 0.30 nm and edge radii of 0.5 to 3 nm the two conditions are not well met. A meniscus with a circular-arc profile, including the pull around the rim, then gives about 12 to 14 nN, comparable with the dry adhesion. It should not simply be added to 12.57 nN, because water in the gap also changes the solid-solid attraction. Continuum water is a crude picture at this scale, but the size of the estimate shows why dry gas was specified.

A contact potential difference \(\Phi\) adds the attraction \(p=\varepsilon_0\Phi^2/2z^2\) between conducting flats. Then \(w=\varepsilon_0\Phi^2/2z\), and the leading force is \(\pi\varepsilon_0R\Phi^2/D\). For 0.5 V across the bare gap \(z_0\) this is 0.46 nN, about 4% of the ideal force. This is an upper estimate for bare conductors, with a field of 1.7 V/nm in the gap. The oxides widen the distance between the conductors: with a relative permittivity of 3.9, a layer of 1 nm on each side lowers the force to about 0.16 nN, and 2 nm to about 0.10 nN. This longer-ranged force also shows a limit of the correction formula: for \(w\propto1/z\) the integral defining \(\ell\) diverges logarithmically, so the size of the sphere must be kept in the correction. The retarded weakening of dispersion forces at large distance is minor here, since gaps beyond 5 nm contribute only 0.48% of \(W\).

Thermal motion can release a tip held by a dead load below \(F_{\max}\). It must cross the barrier between the inner and outer equilibria \(D_1\) and \(D_2\),

\[
B(P)=\int_{D_1}^{D_2}[F(D)-P]\,dD .
\]

With an assumed attempt rate \(\nu_0=10^{10}\) per second, escape within about \(t=1\) s requires \(\nu_0t\,e^{-B/k_BT}\simeq1\), or \(B=k_BT\ln10^{10}=23.0\,k_BT\). For the force \(2\pi Rw(D)\) this happens at 0.863 of the ideal load, near 10.8 nN. The attempt rate enters through its logarithm: at \(10^5\) per second, nearer to the resonance of a soft cantilever, the load is 0.91 of the ideal one. Close to \(F_{\max}\) the barrier is set by the slope \(p'(z_0)\), which is \(16W/z_0^2\) for the 3-9 law and \(2W/L^2\) for the Morse form, and not by \(\ell\). A steeper law lowers both values (0.845 and 0.90 for \(L=0.3z_0\)), a gentler one raises them (0.889 and 0.93 for \(L=0.5z_0\)). A stiff spring also changes the barrier, so the values apply only to this model under a dead load or a very soft spring.

Among the effects estimated for this tip, the assumed bump reduces the force most: one half-nanometre bump divides it by four in the 3-9 model, and by about eight with a tail typical of silica. Full wetting brings in a water force comparable with the dry adhesion and also changes that adhesion. Inferring \(W=F_{\max}/(2\pi R)\) from a measured force is justified when the contact is smooth, dry and stiff, the radius is known and much larger than the range of the forces, electrostatic forces are negligible or corrected for, and so is thermal escape. With the bump present but ignored, the inferred \(W\) would be a quarter of the true one or less. The chosen \(W\) is meant only as a rough value for hydrophilic wafers joined at room temperature. Annealing can form strong chemical bonds, with a work of separation that can reach 1 J/m² or more. At fixed \(R\), \(z_0\) and \(E^*\), a tenfold increase of \(W\) multiplies \(\mu\) by \(10^{2/3}\), to about 0.83, and rigidity is no longer a safe assumption even for this small tip. The numerical output lists the inputs of the worked example and its main results.

## Numbers as computed

```
TESTS (reduced units: z0 = 1, W = 1)
largest relative error, pair sum vs closed form: 2.2e-16
whole sphere, R/z0 = 10: F_max/(2 pi R W) = 0.88112
whole sphere, R/z0 = 30: F_max/(2 pi R W) = 0.95826
whole sphere, R/z0 = 100: F_max/(2 pi R W) = 0.98725
outward shift of maximum over z0^2/(16R), R/z0=100: 1.004
ring sum, R/z0 = 200, 3-9 law: ratio = 0.99361
ring sum, R/z0 = 200, Morse law: ratio = 0.99775
Morse decay length: 0.3 z0
stable gaps at load 0.96 and 1.01 of 2 pi R W: 1, 0
EXAMPLE INPUTS (rough typical values)
tip radius R = 20 nm
work of adhesion W = 0.10 J/m^2
zero-pressure gap z0 = 0.30 nm
temperature = 300 K
Young modulus = 70 GPa, Poisson ratio = 0.17
EXAMPLE RESULTS
ideal pull-off force 2 pi R W = 12.57 nN
whole-sphere pull-off force = 12.33 nN
finite-size change = -1.91 %
resting gap at zero load = 0.238 nm
peak flat-flat attraction = 0.342 GPa
gap at peak attraction = 0.360 nm
lateral scale sqrt(R z0) = 2.45 nm
NEGLECTED EFFECTS
combined elastic modulus = 36.0 GPa
Tabor parameter = 0.179
elastic pull-off over rigid pull-off = 0.9655
radius where Tabor parameter is 1 = 3507 nm
bump radius = 2.0 nm, height = 0.5 nm
pull-off force with bump = 3.14 nN
force with bump over ideal = 0.250
water surface tension (rough) = 0.072 N/m
meniscus force, full wetting = 18.1 nN
contact potential difference = 0.5 V
electrostatic force at z0, upper estimate = 0.46 nN
share of w left beyond 5 nm = 0.48 %
attempt rate = 1e+10 1/s, hold time = 1 s
barrier crossed in hold time = 23.0 kT
load for thermal escape over ideal = 0.863
```
